\section*{Two charges between grounded metals: images, Bessel modes and controlled switching}

\section{The result}

Two fixed point charges $q_1,q_2$ lie at depths $z,z'$ in a uniform dielectric of thickness $L$ and relative permittivity $\varepsilon$. Ideal grounded metals fill the regions outside it. The lateral separation is $\rho$. With
\[
s=\rho/L,\qquad u=z/L,\qquad v=z'/L,\qquad 0<u,v<1,
\]
the energy that depends on both charges is
\begin{equation}
U=\frac{q_1q_2}{4\pi\varepsilon_0\varepsilon L}\,g(s,u,v),
\label{energy}
\end{equation}
where $g$ has two equivalent forms:
\begin{align}
g&=\sum_{n=-\infty}^{\infty}\left[\frac1{\sqrt{s^2+(2n+u-v)^2}}-\frac1{\sqrt{s^2+(2n+u+v)^2}}\right],\label{images}\\
g&=4\sum_{m=1}^{\infty}\sin(m\pi u)\sin(m\pi v)K_0(m\pi s),\qquad s>0.\label{modes}
\end{align}
The image sum is taken symmetrically in $n$, and coincident charges are excluded. The algorithm uses \eqref{images} for $s<1/2$ and \eqref{modes} otherwise. Each sum is stopped by a proved bound on its truncation error.

Equation \eqref{energy} has no factor $1/2$. The field energy density is $\frac12\varepsilon_0\varepsilon|\nabla\phi_1+\nabla\phi_2|^2$, where $\phi_i$ is the potential of charge $i$ with its induced charges. Its cross term integrates to
\[
\varepsilon_0\varepsilon\int\nabla\phi_1\cdot\nabla\phi_2\,d^3r
=-\varepsilon_0\varepsilon\int\phi_1\nabla^2\phi_2\,d^3r=q_2\phi_1(\mathbf r_2),
\]
because $\phi_1$ vanishes on the metals and far away. The remaining terms are self-energies. Each depends on one charge's own depth, not on $\rho$, and is left out of $U$.

\section{A calculation by hand}

Take $u=0.3$, $v=0.5$ and first $s=0$, one charge above the other. The two distances that matter are $a=|u-v|=0.2$ and $b=u+v=0.8$. The $n=0$ term is the direct interaction plus the nearest image:
\[
\frac1{0.2}-\frac1{0.8}=5-1.25=3.75.
\]
The terms $n=\pm1$ form the first shell:
\[
\frac1{2.2}+\frac1{1.8}-\frac1{2.8}-\frac1{1.2}=-0.18038.
\]
The sum is now $3.56962$. The missing shells $n=2,3,\ldots$ can be replaced by an integral over $n$ from $3/2$, since each integer sits at the middle of a unit cell. As $n=3/2$ means $2n=3$, the integral is
\[
\frac12\ln\frac{(3.8)(2.2)}{(3.2)(2.8)}=-0.03466.
\]
A slope correction, derived below, adds
\[
\frac1{12}\left[-\frac1{3.2^2}-\frac1{2.8^2}+\frac1{3.8^2}+\frac1{2.2^2}\right]=0.00422.
\]
The total is $g\simeq3.5392$. The converged value is $3.5383$, so one shell and its tail leave an absolute error below $10^{-3}$.

Now move the charges apart to $s=1$. The second mode vanishes because $\sin(2\pi v)=0$. The third is smaller than the first by more than a factor of a thousand, as the bounds below show. To evaluate the first, put $\cosh t=1+y$ in $K_0(x)=\int_0^\infty e^{-x\cosh t}dt$:
\begin{align*}
K_0(x)&=e^{-x}\int_0^\infty\frac{e^{-xy}}{\sqrt{2y}}\left(1-\frac y4+\cdots\right)dy\\
&=\sqrt{\frac{\pi}{2x}}\,e^{-x}\left(1-\frac1{8x}+\cdots\right).
\end{align*}
The leading form of the first mode is therefore
\begin{equation}
g\simeq\sin(\pi u)\sin(\pi v)\sqrt{\frac8s}\,e^{-\pi s}.
\label{far}
\end{equation}
At $s=1$ this gives $0.809\times2.828\times0.0432=0.0989$. The factor $1-1/(8\pi)=0.960$ reduces it to $0.0949$, against a converged $0.0955$. One mode thus suffices here; most of the remaining difference comes from the shortened expansion of $K_0$.

\section{Why the two series are equal}

Write $G=g/L$ for the potential that tends to $1/r$ near a source at $z'$. It obeys $\nabla^2G=-4\pi\delta^3$ and vanishes on both planes.

For the images, put positive unit charges at $z'+2nL$ and negative ones at $-z'+2nL$. Reflection in $z=0$ or in $z=L$ exchanges the two sets, so their potentials cancel on each plane. The real source is the one charge inside the slab. In a symmetric finite sum, reflection in $z=L$ leaves two end charges unpaired, but their potentials vanish as the cutoff grows. This gives \eqref{images}.

For the modes, expand in functions that vanish on the metals:
\[
G=\sum_m A_m(\rho)\sin\frac{m\pi z}{L},\qquad
\delta(z-z')=\frac2L\sum_m\sin\frac{m\pi z}{L}\sin\frac{m\pi z'}{L}.
\]
With $k_m=m\pi/L$, each coefficient obeys
\[
(\nabla_\perp^2-k_m^2)A_m=-\frac{8\pi}{L}\sin(k_mz')\,\delta^2(\boldsymbol\rho).
\]
The decaying solution of $(\nabla_\perp^2-k^2)h=-2\pi\delta^2$ is $h=K_0(k\rho)$, because $K_0$ behaves as $-\ln\rho$ at the origin and the outward flux of its gradient is $-2\pi$. Hence $A_m=(4/L)\sin(k_mz')K_0(k_m\rho)$, which is \eqref{modes}.

The geometry sets the range. If $L\to\infty$ at fixed $z,z',\rho$, the shells beyond $n=0$ vanish and one metal remains. With $R_\mp^2=\rho^2+(z\mp z')^2$,
\[
G\to\frac1{R_-}-\frac1{R_+}=\frac{4zz'}{R_-R_+(R_-+R_+)}
\simeq\frac{2zz'}{\rho^3}\quad(\rho\gg z,z').
\]
A single metal leaves a dipolar power law; two metals give the exponential \eqref{far}, with decay length $L/\pi$. The quotient form also avoids subtracting nearly equal numbers when a charge is close to a metal, so it is used for the $n=0$ term. The later shells and the logarithm in the tail derived below still lose digits there: at $s=0.4$, $u=10^{-6}$ and $v=2\times10^{-6}$, 64 shells leave a relative error of about $2\times10^{-6}$. The rounding estimate covers this loss.

\section{The image tail and its error}

If $u+v>1$, replace $(u,v)$ by $(1-u,1-v)$. This turns the slab over and leaves $g$ unchanged, and it ensures $b\le1$. Let $f(x)=(s^2+x^2)^{-1/2}$. The shell with indices $\pm n$ is
\[
F(n)=f(2n+a)+f(2n-a)-f(2n+b)-f(2n-b).
\]
Expanding for large $n$, the first derivatives cancel and
\[
F(n)\simeq(a^2-b^2)f''(2n)\simeq-4uv\,\frac{2}{(2n)^3}=-\frac{uv}{n^3}.
\]
Plain truncation after $N$ shells therefore leaves an error of about $uv/(2N^2)$ when $N$ is large and $2N\gg s$.

To improve on this, consider one unit cell, with $x$ measured from its centre, and define
\[
K(x)=\frac{w^2}{48}-\frac{w^4}{24},\qquad w=\frac12-|x|.
\]
For $x>0$, $K'=-w/24+w^3/6$, $K''=1/24-w^2/2$, $K'''=w$ and $K''''=-1$. At the cell edge $K=K'=K'''=0$ and $K''=1/24$. At the centre $K'=0$ and $K'''(0^+)=1/2$. Four integrations by parts on each half, in which the odd derivatives of $F$ at the centre cancel, give
\[
\int_{-1/2}^{1/2}KF''''dx=F(0)-\int_{-1/2}^{1/2}F\,dx+\frac{F'(1/2)-F'(-1/2)}{24}.
\]
Sum over the cells $n>N$. The slopes telescope to $-F'(N+1/2)$, so
\begin{equation}
\sum_{n>N}F(n)=\int_{N+1/2}^{\infty}F\,dn+\frac{F'(N+1/2)}{24}+R_N,
\label{tail}
\end{equation}
where $R_N$ is the sum of the integrals of $KF''''$. With $T=2N+1$ and $\ell(x)=x+\sqrt{x^2+s^2}$, whose logarithm is an antiderivative of $f$,
\begin{align*}
\int_{N+1/2}^{\infty}F\,dn&=\frac12\ln\frac{\ell(T+b)\ell(T-b)}{\ell(T+a)\ell(T-a)},\\
\frac{F'(N+1/2)}{24}&=\frac{f'(T+a)+f'(T-a)-f'(T+b)-f'(T-b)}{12}.
\end{align*}
The factor $1/2$ comes from $dn=dx/2$; the upper limit gives zero because the ratio tends to one. These are the two tail terms of the hand calculation.

It remains to bound $R_N$. The generating function of the Legendre polynomials gives
\[
f^{(k)}(x)=(-1)^k k!\,\frac{P_k(x/r)}{r^{k+1}},\quad r=\sqrt{s^2+x^2},
\]
so $|f^{(k)}|\le k!/|x|^{k+1}$. Four derivatives in $n$ bring a factor $2^4$, and with $t=2n$
\[
F''''=-16\int_a^b dy\int_{-y}^{y}f^{(6)}(t+w)\,dw.
\]
The integration region has area $b^2-a^2=4uv$. Throughout the cell centred on integer $n$, $t+w\ge2n-1-b\ge2(n-1)$. Hence
\[
|F''''|\le16\,(4uv)\,\frac{720}{[2(n-1)]^7}=\frac{360\,uv}{(n-1)^7}.
\]
The kernel $K$ is nonnegative, with area
\[
2\int_0^{1/2}\left(\frac{w^2}{48}-\frac{w^4}{24}\right)dw=\frac7{5760}.
\]
Since $k^{-7}$ is convex, $\sum_{k\ge N}k^{-7}\le\int_{N-1/2}^\infty k^{-7}dk=(N-\frac12)^{-6}/6$. Therefore
\begin{equation}
|R_N|\le B_N=\frac{7uv}{96(N-1/2)^6},\qquad N\ge1,
\label{imagebound}
\end{equation}
with the reflected depths. The bound holds for every $s$, including zero.

At $s=0.3$, $u=0.3$, $v=0.5$, five shells leave an absolute error in $g$ of $2.5\times10^{-3}$ without the tail and $3.9\times10^{-7}$ with it; the bound is $1.3\times10^{-6}$. Between five and ten shells the errors fall as powers $1.99$ and $5.97$ of $N+1/2$.

\section{The mode tail and the switch}

Two inequalities control the modes. By induction from the sine addition formula, $|\sin mx|\le m|\sin x|$. Since $\cosh t\ge1$ in the integral for $K_0$, $K_0(x+y)\le e^{-y}K_0(x)$ for $y\ge0$. After $M$ modes, successive bounds $m^2K_0(m\pi s)$ therefore have ratios no greater than
\[
r=\left(\frac{M+2}{M+1}\right)^2e^{-\pi s}.
\]
If $r<1$, a geometric series gives
\begin{equation}
|\text{tail}|\le B_M=
\frac{4\sin(\pi u)\sin(\pi v)(M+1)^2K_0((M+1)\pi s)}{1-r}.
\label{modebound}
\end{equation}
For the hand calculation at $s=1$, $K_0(3\pi)/K_0(\pi)\le e^{-2\pi}=0.0019$, and the ratio of the sine factors is $0.38$. This justifies dropping the third mode there.

Let $S$ be the computed sum and $B$ its bound. Then $|g|\ge|S|-B$, so the condition
\begin{equation}
B\le\tau(|S|-B)
\label{stop}
\end{equation}
guarantees a truncation error no larger than $\tau$ relative to $g$, provided rounding in $S$ is small compared with $g$. This proviso fails for charges extremely close to a metal, for example at $s=0.4$ with depths near $10^{-10}L$. The rounding estimate then exceeds $|S|$ and shows that the result cannot be used. The general procedure is:
\begin{enumerate}
\item For $s<1/2$, reflect the depths if $u+v>1$. Sum $N=4$ image shells, add the two explicit tail terms of \eqref{tail}, and double $N$ until \eqref{stop} holds with \eqref{imagebound}.
\item For $s\ge1/2$, add modes one at a time until \eqref{stop} holds with \eqref{modebound}.
\item Add a rounding estimate to $B$ and report the total error with $g$.
\end{enumerate}
The truncation part is proved; the rounding part is an estimate. For $\tau=10^{-10}$ and the same two depths the cutoffs are as follows.

\begin{center}
\begin{tabular}{ccc}
$s$ & image shells & Bessel modes\\
0.01 & 32 & 1244\\
0.1 & 32 & 102\\
0.5 & 32 & 18\\
2 & 64 & 5
\end{tabular}
\end{center}

The image counts are powers of two because of the doubling. The switch at $1/2$ is a practical choice in a range where both methods work.

At large $s$ the images need many shells and then meet a rounding limit that more shells cannot cure. At $s=10$, \eqref{far} gives $g\simeq1.6\times10^{-14}$. With 32 shells the relative error is about $440$. With 4096 shells the truncation bound is negligible, yet a relative error of $0.8\%$ remains. That is about $10^{-16}$ in $g$ and comes mostly from double-precision rounding of the ratio inside the logarithm, which is close to one.

An independent value comes from a Fourier transform along the planes. The transformed potential obeys $(\partial_z^2-k^2)\hat G=-4\pi\delta(z-z')$. Joining solutions that vanish on each plane, with slope jump $-4\pi$ at the source, gives
\[
G=2\int_0^\infty J_0(k\rho)\,
\frac{\sinh(kz_<)\sinh[k(L-z_>)]}{\sinh(kL)}\,dk,
\]
where $z_<$ and $z_>$ are the smaller and larger depths. For the same depths and $s=0.1,0.3,0.5,1,2$, both series agree with this integral to $1.6\times10^{-13}$ in $g$.

\section{Two donors between silicide contacts}

Let $L=10$ nm, $z=3$ nm and $z'=5$ nm in depleted silicon at 300 K and zero bias. The charges are ionized donors, each $+e$, and $\varepsilon=11.7$ is a rough typical value. The energy scale is
\[
\frac{e^2}{4\pi\varepsilon_0\varepsilon L}=12.3\ \text{meV}.
\]
At $\rho=2$ nm, $s=0.2$ selects the images, and $g=2.118$ gives $U=12.3\times2.118=26.1$ meV. Without the metals the donors would repel with $43.5$ meV. At $\rho=10$ nm the modes give $g=0.09545$ and $U=1.17$ meV, against $12.1$ meV without metals. The ideal-metal energy equals $k_BT=25.9$ meV at $\rho\simeq2.0$ nm. The reported numerical errors are below $10^{-9}$ meV, far smaller than the errors of the physical model.

The largest neglected effect estimated here is field penetration into the contacts. In a Thomas--Fermi metal with screening length $\lambda$ and background permittivity $\varepsilon_m$, a potential of lateral wavenumber $k$ decays as $e^{-\kappa|z|}$ for $z<0$, with $\kappa=\sqrt{k^2+\lambda^{-2}}$. Continuity of $\phi$ and of normal displacement at $z=0$ gives
\[
\varepsilon_m\kappa\,\phi=\varepsilon\,\partial_z\phi
\quad\Longrightarrow\quad
\phi=\frac{\varepsilon}{\varepsilon_m\kappa}\,\partial_z\phi .
\]
For $k\lambda\ll1$ the coefficient becomes $d=\varepsilon\lambda/\varepsilon_m$. If also $kd\ll1$, the potential extrapolates linearly to zero at $z=-d$. The other contact does the same, so $L\to L+2d$ and each depth increases by $d$.

A rough metallic density of $5\times10^{22}$ cm$^{-3}$, free electrons and $\varepsilon_m=1$ give $\lambda=0.060$ nm and $d=0.71$ nm. The permittivity ratio makes this short length matter. The Fourier solution with the full boundary condition raises $U$, relative to ideal metals, by about $9\%$ at $\rho=2$ nm, $45\%$ at 10 nm and $110\%$ at 20 nm. These figures depend strongly on the contact model: at the same carrier density, $\varepsilon_m=10$ gives $d=0.22$ nm and increases of only about $3\%$, $14\%$ and $30\%$. Thomas--Fermi screening is itself only an estimate here, because $\lambda=0.060$ nm is shorter than the inverse Fermi wavenumber, $0.088$ nm. For $\varepsilon_m=1$, Lindhard screening with a specularly reflecting surface gives $d=0.76$ nm, and the shifted planes then raise $U$ by about $48\%$ at 10 nm and $125\%$ at 20 nm. Both models hold the electrons behind a sharp edge, which forces $d>0$, so their agreement does not fix the size of the effect. Electrons that spill out of the metal move the induced charge outward. A self-consistent local-density jellium surface of the same density has $d\simeq-0.07$ nm against vacuum, where Thomas--Fermi gives $+0.06$ nm. If its vacuum ground state is kept and the permittivity $11.7$ is started at the jellium edge, $d$ is about $0.16$--$0.17$ nm, depending on slab thickness, and $U$ rises by only about $2\%$, $10\%$ and $22\%$. For $d>0$ the growth with distance follows from the longer decay length $(L+2d)/\pi$. For the Thomas--Fermi value $d=0.71$ nm, at 10 nm the shifted planes give $1.702$ meV and the full boundary condition $1.701$ meV; at 20 nm the values are $0.0782$ and $0.0778$ meV.

The other estimates are smaller. A rough electron barrier of $0.65$ eV leaves $0.47$ eV for holes in a gap of $1.12$ eV. With effective band densities of about $3\times10^{19}$ cm$^{-3}$ for both bands, the electron density is then near $3\times10^8$ cm$^{-3}$ and the hole density near $4\times10^{11}$ cm$^{-3}$; smaller tabulated valence-band densities lower the latter by up to a factor of three. Together they give a Debye length of about $7\times10^3$ nm, so carriers screen negligibly across this film. (The output below lists the electrons alone.) With a donor binding energy of $0.045$ eV and five further 1s valley states about $12$ meV higher, the estimated probability of a neutral donor is about $6\times10^{-10}$. It rises to about $3\times10^{-9}$ if the level is lowered by the largest attraction to the second donor, $43.5$ meV at $\rho=0$. Both values leave out self-image shifts. (The output below counts the lowest level alone, so its value is not an upper limit.) The squared ratio of the silicon bond length to the 2 nm vertical separation is $1.4\%$. It shows only that the donors are far apart on the atomic scale; it does not give the size of any dielectric correction. Heating by 100 K changes $\varepsilon$ by roughly $1\%$.

A 10 nm film between two silicides resembles a very short Schottky-barrier channel whose sides and gate are many decay lengths $L/\pi$ away from the donors; for a contact on a thick wafer the one-metal limit is the better start, provided the depletion layer is much deeper than the donors and their separation. In heavily doped silicon the undepleted region can lie only about 10 nm away and acts roughly as a second conductor. Real contacts also have interface states, roughness and atomic structure, which the free-electron estimate leaves out. Ideal planes thus serve for a first estimate at $\rho\lesssim2$ nm in this film, but the weak interaction at 10--20 nm needs a model of the contacts. The numerical output below gives the remaining separations and error estimates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Largest series-integral difference in g: 1.55e-13
Largest relative error, automatic method: 4.20e-11
Image error order, plain / corrected: 1.993 / 5.974
s=0.3, N=5: g error plain 2.463e-03, corrected 3.859e-07
s=0.3, N=10: g error plain 6.791e-04, corrected 8.107e-09
Field cross energy / pair energy at s=0.4: 1.0000000000
g / leading distant form at s=5: 0.992310
Image relative error at s=10, N=32: 4.399e+02
Image relative error at s=10, N=4096: 7.613e-03
Switch at s=0.5; relative truncation target 1e-10
s=0.01: image shells 32, Bessel modes 1244
s=0.1: image shells 32, Bessel modes 102
s=0.5: image shells 32, Bessel modes 18
s=2.0: image shells 64, Bessel modes 5
Film thickness / donor depths: 10 / 3, 5 nm
Relative permittivity (rough): 11.7
Temperature / thermal energy: 300 K / 25.852 meV
Energy scale e^2/(4 pi eps0 eps_r L): 12.30739 meV
rho=0 nm: g=3.5383391, images, cutoff 32
  U=43.54772, bare=61.537, error<=1.4e-10 meV
rho=2 nm: g=2.1183587, images, cutoff 32
  U=26.07147, bare=43.513, error<=1.4e-10 meV
rho=5 nm: g=0.62450112, Bessel, cutoff 18
  U=7.685978, bare=22.854, error<=4.7e-10 meV
rho=10 nm: g=0.095451705, Bessel, cutoff 9
  U=1.174761, bare=12.068, error<=2.1e-11 meV
rho=20 nm: g=0.002966127, Bessel, cutoff 5
  U=0.03650528, bare=6.1232, error<=1.3e-14 meV
rho=50 nm: g=1.5303234e-07, Bessel, cutoff 2
  U=1.883429e-06, bare=2.4595, error<=3.4e-19 meV
Lateral separation where U=kT: 2.0213 nm
Metal carrier density (rough): 5.0e+22 cm^-3
Thomas-Fermi length / plane shift: 0.0604 / 0.7065 nm
rho=0 nm, penetrated metals: U=45.997 meV, change +5.62 %
rho=2 nm, penetrated metals: U=28.319 meV, change +8.62 %
rho=5 nm, penetrated metals: U=9.1939 meV, change +19.62 %
rho=10 nm, penetrated metals: U=1.7005 meV, change +44.75 %
rho=20 nm, penetrated metals: U=0.077776 meV, change +113.05 %
rho=10 nm, shifted-plane estimate: 1.7021 meV
rho=20 nm, shifted-plane estimate: 0.078174 meV
Barrier / donor binding (rough): 0.65 / 0.045 eV
Conduction-band density (rough): 2.8e+19 cm^-3
Mobile density / Debye length: 3.37e+08 cm^-3 / 2.23e+05 nm
Neutral-donor probability, upper estimate: 7.40e-10
Bond length (rough): 0.235 nm
Short-range response scale (bond/2 nm)^2: 1.38 %
Permittivity change for +100 K (rough): 1.0 %
\end{verbatim}
